\section*{Planar or pyramidal? Umbrella energy profiles of CH3 and SiH3}

\section*{Question}

I am working on an exercise about radicals in deposition plasmas. I have to compute the energy of CH$_3$ and of SiH$_3$ along the umbrella coordinate, with the same correlated method for both, and decide from the curves whether each radical is planar or pyramidal.

Both have three bonds and one odd electron, so I expected the same shape. When I start a geometry optimization from a flat molecule, both stay flat, and I do not trust that. My questions are these.

\begin{enumerate}
\item What exactly is the umbrella coordinate, and what do I do with the bond length along it?
\item How do I tell a planar minimum from a planar maximum?
\item If the two radicals differ, where does the difference come from?
\item Does the shape mean anything at 500 K, when the molecule is vibrating anyway?
\end{enumerate}

\section*{Answer}

\subsection*{The coordinate, and why your optimization stayed flat}

Put the heavy atom X at the origin and the threefold axis along $z$. Let $\theta$ be the angle between each X--H bond and the plane normal to the axis. With bond length $r$ and $\varphi_k=0^\circ,120^\circ,240^\circ$, the hydrogens are at
\begin{equation}
\mathbf R_k=r\,(\cos\theta\cos\varphi_k,\ \cos\theta\sin\varphi_k,\ -\sin\theta).
\end{equation}
Planar means $\theta=0$. The angle $\alpha$ between two bonds follows from the scalar product of two bond vectors:
\begin{align}
\cos\alpha&=\cos^2\theta\,\cos120^\circ+\sin^2\theta\nonumber\\
&=-\tfrac12\cos^2\theta+1-\cos^2\theta=1-\tfrac32\cos^2\theta .
\end{align}
At $\theta=0$ this gives $\cos\alpha=-\tfrac12$, so $\alpha=120^\circ$, as it should.

The bond length must be free to respond to bending. Define the relaxed profile
\begin{equation}
V(\theta)=\min_r E(r,\theta)-\min_r E(r,0).
\end{equation}
Its slope is
\begin{equation}
\frac{dV}{d\theta}=\frac{\partial E}{\partial\theta}+\frac{\partial E}{\partial r}\frac{dr}{d\theta}=\frac{\partial E}{\partial\theta},
\end{equation}
because $\partial E/\partial r=0$ at the relaxed $r$. A stationary point of $V$ is therefore stationary in both $r$ and $\theta$.

Reflection in the plane turns $\theta$ into $-\theta$ without changing the energy. A smooth even function has zero slope at the origin, so $V'(0)=0$ for both radicals, whatever their shape. An optimizer that follows the gradient feels no force out of the plane and stays there. The sign of the curvature $V''(0)$ decides whether the flat form is a minimum or a maximum.

\subsection*{The energies}

I used unrestricted second-order perturbation theory (UMP2) in the cc-pVDZ basis for both doublet radicals. It adds to the unrestricted Hartree--Fock (UHF) energy the correlation term
\begin{equation}
E^{(2)}=-\frac14\sum_{ijab}\frac{|\langle ij||ab\rangle|^2}{\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j},
\end{equation}
where $i,j$ are occupied and $a,b$ empty spin orbitals with energies $\varepsilon$. The core orbitals (1s of carbon; 1s, 2s and 2p of silicon) are left out of the sum. A pure doublet has $\langle S^2\rangle=0.75$. The UHF values are 0.762 for CH$_3$ and 0.754 for SiH$_3$ at their minima, and 0.768 for planar SiH$_3$, so spin contamination is small.

At each angle I computed three bond lengths, 0.03~\AA\ apart, and fitted $E=a_0+a_1y+a_2y^2$ with $y=1/r-1/r_{\rm mid}$, where $r_{\rm mid}$ is the middle length. Setting $dE/dy=0$ gives $y=-a_1/(2a_2)$ and the relaxed energy $a_0-a_1^2/(4a_2)$. The results are:

\begin{center}
\begin{tabular}{rrrrr}
 & \multicolumn{2}{c}{CH$_3$} & \multicolumn{2}{c}{SiH$_3$}\\
$\theta$ (deg) & $r$ (\AA) & $V$ (eV) & $r$ (\AA) & $V$ (eV)\\
\hline
0 & 1.090 & 0.000 & 1.473 & 0.000\\
6 & 1.091 & 0.011 & 1.476 & $-0.069$\\
12 & 1.094 & 0.063 & 1.482 & $-0.199$\\
18 & 1.098 & 0.210 & 1.488 & $-0.260$\\
24 & 1.104 & 0.506 & 1.494 & $-0.164$\\
30 & 1.110 & 1.001 & 1.500 & 0.136\\
36 & 1.118 & 1.735 & 1.509 & 0.668
\end{tabular}
\end{center}

\subsection*{Classifying the stationary points}

To find stationary points between the grid angles, draw a smooth even curve through the seven energies. I used a sixth-degree polynomial $P(w)$ in
\begin{equation}
w=\sqrt{\theta^2+b},\qquad b=0.1\ \mathrm{rad}^2 .
\end{equation}
The value of $b$ is a numerical choice; a plain polynomial in $\theta^2$ gives the SiH$_3$ energy at $3^\circ$ within 0.1~meV of the same value. Since $dw/d\theta=\theta/w$, the chain rule gives
\begin{align}
V'(\theta)&=P'(w)\,\frac{\theta}{w},\\
V''(\theta)&=P''(w)\,\frac{\theta^2}{w^2}+P'(w)\left(\frac1w-\frac{\theta^2}{w^3}\right).
\end{align}
Thus $V'=0$ either at $\theta=0$ or where $P'(w)=0$, and $V''(0)=P'(\sqrt b)/\sqrt b$.

For CH$_3$ the curvature is $V''(0)=+1.55$~eV/rad$^2$, and $P'$ has no zero for $|\theta|$ up to $36^\circ$. The planar form is the single minimum in this range, with $r=1.090$~\AA. The sign of this small curvature is stable but its size is not converged: at fixed $r$, $2\Delta E/\theta^2$ at $4^\circ$ is 1.7~eV/rad$^2$ in UMP2/cc-pVDZ, 2.0 with coupled cluster (UCCSD(T)) in the same basis, and 2.7 in UMP2 with diffuse functions added (aug-cc-pVDZ).

For SiH$_3$ the curvature is $V''(0)=-14.1$~eV/rad$^2$, so the planar form is a maximum along this path. There is one zero of $P'$, at $\theta_m=17.74^\circ$. By evenness there are two equal minima, at $+\theta_m$ and $-\theta_m$, with $r=1.488$~\AA\ and
\begin{equation}
\cos\alpha=1-\tfrac32\cos^2(17.74^\circ)=-0.361,\qquad \alpha=111.2^\circ .
\end{equation}
The barrier between them is
\begin{equation}
B=V(0)-V(\theta_m)=0.260\ \mathrm{eV}\quad(25.1\ \mathrm{kJ/mol}).
\end{equation}

The CH$_3$ well is far from a parabola. At $36^\circ=0.628$~rad, the quadratic term gives $\tfrac12(1.55)(0.628)^2=0.31$~eV, against the computed 1.74~eV. The well is soft at the bottom and steep further out.

\subsection*{Where the difference comes from}

Remove the odd electron at a fixed geometry. The energy needed is the vertical ionization energy $I$, so
\begin{equation}
E_{\rm radical}=E_{\rm cation}-I .
\end{equation}
Subtract the planar value from the bent value, at the same $r$:
\begin{equation}
\Delta E_{\rm radical}=\Delta E_{\rm cation}-\Delta I .
\end{equation}
The first term is the cost of bending the frame without the odd electron. The second is the gain in binding of that electron. For bending from $0$ to $15^\circ$, with $r$ held at the planar radical's value and the same UMP2 method for the cations,
\begin{align}
\mathrm{CH_3:}\quad &0.772-0.648=+0.123\ \mathrm{eV},\\
\mathrm{SiH_3:}\quad &0.566-0.807=-0.241\ \mathrm{eV},
\end{align}
up to rounding in the last digit.

In both radicals the odd electron favours bending and the frame opposes it. In CH$_3$ the frame wins; in SiH$_3$ the electron wins. The two results differ by 0.364~eV. Of this, 0.205~eV comes from the softer silicon frame and 0.159~eV from the larger rise of $I$. Both parts matter, and the split depends on the angle: at $4^\circ$, nearer the plane where the curvature is decided, the two parts are 0.015 and 0.022~eV, so there the rise of $I$ is the larger one. Starting from CH$_3$ at $15^\circ$, either change alone would reverse the sign: lowering the frame cost by 0.205~eV would bring the total from $+0.123$ to about $-0.08$~eV, and enlarging the rise of $I$ by 0.159~eV would bring it to about $-0.04$~eV. These are cc-pVDZ figures and are not converged to the digits shown: for CH$_3$ in the larger cc-pVTZ basis (at $r=1.075$~\AA) the frame cost is 0.764~eV, the rise of $I$ is 0.620~eV and the total is $+0.144$~eV. That shift of 0.02~eV is about half the $-0.04$~eV margin, so the second reversal is marginal.

The odd orbital shows what changes on bending. In the planar form it is odd under reflection in the plane, while an s function on the central atom is even, so the two cannot mix. Bending removes that symmetry. At $15^\circ$ the central-atom s share of the orbital, counted in symmetrically orthogonalized (L\"owdin) basis functions, is 3.1\% in CH$_3$ and 5.8\% in SiH$_3$. Such shares depend on the basis and on the partition: the CH$_3$ value falls to 2.4\% in cc-pVTZ, and a Mulliken count in cc-pVDZ gives 3.4\% and 6.5\%, so read them only as SiH$_3$ having the larger share. That agrees in direction with the larger rise of $I$ in SiH$_3$, since a valence s level lies below the p level, but central-atom s mixing is not the whole rise. The share times the atomic UHF s--p gap (10.7 and 8.7~eV) is only about 0.3 and 0.5~eV, and the orbital also spreads onto the hydrogen s functions (2.5\% in CH$_3$, 6.1\% in SiH$_3$).

\subsection*{What vibration does to the two shapes}

For motion along the path you need the inertia. Let $h=r\sin\theta$ be the distance of X from the hydrogen plane and $\rho=r\cos\theta$ the radius of the hydrogen ring. Along the axis, a ring of mass $3m_{\rm H}$ moves against an atom of mass $M$, with reduced mass
\begin{equation}
\mu=\frac{3m_{\rm H}M}{3m_{\rm H}+M}.
\end{equation}
In the radial direction the hydrogens move symmetrically and X stays at rest, so the mass is $3m_{\rm H}$. Writing $r'=dr/d\theta$, the kinetic energy is $T=\tfrac12G\dot\theta^2$ with
\begin{equation}
G=\mu\,(r'\sin\theta+r\cos\theta)^2+3m_{\rm H}\,(r'\cos\theta-r\sin\theta)^2 .
\end{equation}
The path length $ds=\sqrt G\,d\theta$ turns this into $T=\tfrac12\dot s^2$. In atomic units the one-dimensional Hamiltonian is therefore
\begin{equation}
H=-\frac12\frac{d^2}{ds^2}+V .
\end{equation}
I solved it by finite differences with hard walls at $\pm36^\circ$. The other vibrations and rotation are left out here.

For CH$_3$ the lowest levels lie 30.2, 98.7 and 179.3~meV above the minimum. The first quantum is $68.4$~meV, or 552~cm$^{-1}$; the measured one is roughly 600~cm$^{-1}$. These levels belong to the cc-pVDZ curve and are not converged in the basis: the last table shows the CH$_3$ bending energy at $17.74^\circ$ rising by about 12\% in cc-pVTZ, and the curvature near the plane rises by about half in aug-cc-pVDZ. The harmonic formula $\hbar\omega=\hbar\sqrt{V''(0)/G(0)}$ gives 47.5~meV, too low because it misses the steep outer walls. The ground state has $\langle\theta\rangle=0$ but a root-mean-square angle of $5.9^\circ$. ``Planar'' describes the position of the minimum and the average shape, not a molecule frozen flat.

For SiH$_3$ the levels come in pairs: 48.551 and 48.563~meV, then 142.0 and 142.6~meV. Both pairs lie below the 260~meV barrier. The splitting of the lowest pair is $\Delta=0.0125$~meV. A radical localized in one well is an equal superposition of the two states of the pair. It has crossed to the other well when their relative phase $\Delta t/\hbar$ reaches $\pi$:
\begin{equation}
t=\frac{\pi\hbar}{\Delta}=\frac{h_{\rm P}}{2\Delta}=\frac{4.14\times10^{-15}\ \mathrm{eV\,s}}{2\times1.25\times10^{-5}\ \mathrm{eV}}\approx1.7\times10^{-10}\ \mathrm{s},
\end{equation}
where $h_{\rm P}$ is Planck's constant. Tunnelling depends steeply on the barrier, so only the order of magnitude deserves trust.

\subsection*{In a deposition plasma}

SiH$_3$ is an important growth species in silane discharges used for amorphous silicon. Take rough typical conditions: pressure $p=0.5$~Torr, gas temperature $T=500$~K and collision cross-section $\sigma=0.5$~nm$^2$. The gas density is $n=p/(k_{\rm B}T)=9.7\times10^{21}$~m$^{-3}$. For a partner as heavy as SiH$_3$ the mean relative speed is $v=825$~m/s, and the time between gas collisions is
\begin{equation}
\tau=\frac1{n\sigma v}=\frac{1}{(9.7\times10^{21})(0.5\times10^{-18})(825)}\ \mathrm{s}\approx2.5\times10^{-7}\ \mathrm{s}.
\end{equation}
This is about 1500 times the tunnelling time. In this model, a free radical in its lowest pair can change sides many times between collisions. Thermal energy does not remove the double well: $k_{\rm B}T=43$~meV, so $B/(k_{\rm B}T)=6.0$ and the Boltzmann factor at the barrier top is $2.4\times10^{-3}$.

A real discharge contains a mixture of gases. Since $v$ varies as the inverse square root of the collision's reduced mass, a partner that cuts that mass to a quarter halves $\tau$ at the same cross-section; the ratio would still be about 750. At a surface the assumption of two equal wells itself fails, because the surface distinguishes the two sides of the radical. The free-radical tunnelling time should not be used there.

\subsection*{How far to trust the result}

I recomputed the energy at $\theta=17.74^\circ$ minus the planar energy, keeping the UMP2/cc-pVDZ geometries. UCCSD(T) is coupled cluster with single and double excitations and a perturbative triples term; cc-pVTZ is the next larger basis.

\begin{center}
\begin{tabular}{lrr}
Level & CH$_3$ (eV) & SiH$_3$ (eV)\\
\hline
UHF/cc-pVDZ & 0.201 & $-0.335$\\
UMP2/cc-pVDZ & 0.200 & $-0.260$\\
UCCSD(T)/cc-pVDZ & 0.203 & $-0.242$\\
UMP2/cc-pVTZ & 0.225 & $-0.256$
\end{tabular}
\end{center}

Adding the basis change found with UMP2 to the UCCSD(T) value gives
\begin{align}
\mathrm{CH_3:}\quad&0.203+(0.225-0.200)=0.228\ \mathrm{eV},\\
\mathrm{SiH_3:}\quad&-0.242+(-0.256+0.260)\approx-0.237\ \mathrm{eV}.
\end{align}
The signs survive at every level. UHF already favours the pyramidal silicon radical, so correlation does not create that preference; it reduces it. These are comparisons at one bent angle, not new full profiles. They still omit core correlation and larger basis sets. For SiH$_3$, UMP2 gives $-0.244$~eV in aug-cc-pVDZ and $-0.252$~eV in def2-TZVP, and correlating the silicon 2s and 2p shells (cc-pCVDZ) lowers the barrier by 0.003~eV, so read the barrier as uncertain by 0.01 to 0.02~eV.

The other five vibrations of SiH$_3$ also change between the two forms. Their harmonic UHF zero-point energy is 12~meV higher in the planar form, which would raise the effective barrier by about 4.5\%; UMP2 force constants give the same 12~meV.

Finally, a threefold-symmetric scan cannot by itself exclude a distortion that makes the bonds unequal. The full matrix of second derivatives at the UHF level settles this for small distortions: all six vibrations have positive force constants at planar CH$_3$ and at pyramidal SiH$_3$. At planar SiH$_3$ the umbrella motion alone has a negative one. That is the out-of-plane instability your flat starting geometry concealed.
